Hull Depth and the First Phase at a Cobalt–Silicon Contact

**The argument under comment**

The argument runs as follows. A zero-temperature hull for cobalt and silicon has its lowest point at CoSi. CoSi is therefore the most stable silicide, the driving force for it is greatest, and it must be the first compound to form when a cobalt film on silicon is heated.

The first inference depends on a choice of normalisation. The last one replaces a rate by an energy. I take the two in turn.

**What the hull decides**

Write M for the metal, S for silicon, α for M2S and β for MS. G is the formation energy per formula unit, relative to the pure elements. Rough values for the cobalt silicides M2S, MS and MS2 are −0.40, −0.50 and −0.35 eV per atom. All three lie on the hull, so each is stable at its own composition.

Multiplying by the atoms per formula unit gives −1.20, −1.00 and −1.05 eV, and now α is lowest. Dividing by the metal atoms per formula unit gives −0.60, −1.00 and −1.05 eV, and now MS2 is lowest.

The sample's composition selects the relevant measure. With excess silicon, leftover silicon contributes zero energy and the number of metal atoms is fixed. The total energy is then least for the compound with the lowest energy per metal atom, here MS2. At equal numbers of M and S atoms the end state is β. For a thin film on a thick wafer, the deepest point per atom is thus not even the predicted end state.

**Driving energies in the layered contact**

Consider planar layers in the order M | α | β | S, with MS2 left out by assumption. Zero-temperature energies stand in for free energies; the error is sized below. Let M atoms move through α. The net reactions are

M + MS → M2S, at rate Jα per area,
M2S + S → 2 MS, at rate Jβ per area.

The second holds whether M or S moves through β. If M moves, M2S → MS + M at α/β is followed by M + S → MS at β/S. If S moves, it reaches α/β and converts M2S directly. Counting formula units n per area,

dnα/dt = Jα − Jβ,
dnβ/dt = 2Jβ − Jα.   (1)

Each layer grows partly by consuming the other.

Local equilibrium at α/β requires 2μM + μS = Gα and μM + μS = Gβ. Subtraction gives μM = Gα − Gβ, and then μS = 2Gβ − Gα. At M/α, μM = 0. At β/S, μS = 0 and μM = Gβ. The drops in the mobile atom's chemical potential are therefore

Δα = 0 − (Gα − Gβ) = Gβ − Gα = 0.20 eV,
Δβ = (Gα − Gβ) − Gβ = Gα − 2Gβ = 0.80 eV.

If S moves through β, its drop is 0 − (2Gβ − Gα), the same Δβ. Both drops are positive when both phases lie on the two-compound hull. The larger one does belong to β, as the argument expects, but a driving energy is not yet a flux.

**From energies to fluxes**

In a nearly stoichiometric layer, little material is stored as the flux changes, so J is taken as uniform across the layer. With c the density of mobile atoms and D their diffusion coefficient, J = −(cD/kT) dμ/dx. Let δ be the part of Δ spent at the interfaces, lumped into one step. Integrating over the thickness L, with cD averaged over chemical potential, gives

J L/(cD) = (Δ − δ)/kT.

Take this step to be the entry of mobile atoms into the layer, with a fixed forward rate κ. A slow step at the far side would give a different law once diffusion matters. Detailed balance makes the reverse rate of the entry step κ exp(−δ/kT), so

J = κ[1 − exp(−δ/kT)],  or  δ/kT = −ln(1 − J/κ).

Substituting this into the diffusion equation,

J L/(cD) − ln(1 − J/κ) = Δ/kT.   (2)

However large Δ becomes, J cannot exceed κ. This is where a deep energy ceases to buy speed.

**When can a thin β layer survive?**

In a very thin β layer diffusion costs nothing, so δ = Δβ and Jβ = κβ[1 − exp(−Δβ/kT)]. By (1), a continuous layer grows only if 2Jβ > Jα. Define

J* = 2κβ[1 − exp(−Δβ/kT)].

Jα falls as α thickens, so the threshold is reached when Jα = J*. Setting J = J* in (2) for α and solving for L gives

L* = (cD)α [Δα/kT + ln(1 − J*/κα)] / J*.   (3)

This is positive if J* < κα[1 − exp(−Δα/kT)]. Otherwise β can grow from the start.

For the example, T = 700 K and kT = 0.0603 eV. The chosen transport parameters are (cD)α = 6.061 nm⁻¹ s⁻¹, κα = 20 nm⁻² s⁻¹ and κβ = 0.5 nm⁻² s⁻¹. Since Δβ/kT = 13.3, the exponential in J* is negligible and J* = 1.000 nm⁻² s⁻¹. Then

L* = 6.061 × [3.316 + ln(1 − 1/20)] / 1.000 = 19.8 nm = 1.98 × 10⁻⁸ m.

As a test, (1) and (2) were integrated for 2 s from a β seed 0.05 nm thick. It shrank beside α of thickness 0.9L* and grew beside α of thickness 1.1L*.

The reverse case is not symmetric. A thin α layer can carry up to 19.3 nm⁻² s⁻¹, while Jβ cannot exceed 0.5 nm⁻² s⁻¹. Thin α therefore grows beside β of any thickness. Even if β nucleated first, a continuous β layer would lose material once α appeared, at least while α stayed thinner than L*. A thick β layer carries less than κβ and goes on shrinking to larger α thickness: by (2), 20 nm of β stops shrinking only beside about 35 nm of α.

Lowering β to −0.55 eV per atom, with everything else fixed, including the averaged (cD)α, reduces L* to 9.7 nm. It also takes MS2 off the hull, which does not affect L*. Depth matters, but here it acts by reducing Δα to 0.10 eV; Jβ was already saturated. Raising κβ to 12 nm⁻² s⁻¹ at the original energies removes the threshold altogether. The hull does not contain that number.

**Diffusion alone does not exclude β**

Suppose the interface steps are fast. Then Jα = Aα/Lα and Jβ = Aβ/Lβ, with A = cDΔ/kT. Let r = nβ/nα, and let Ω be the volume per formula unit, so L = nΩ. Then

Jβ/Jα = s/r,  s = AβΩα/(AαΩβ).

A constant ratio requires dnβ/dnα = r. From (1),

(2s/r − 1)/(1 − s/r) = r.

Multiplying by the denominator gives 2s/r − 1 = r − s. Multiplying by r and collecting terms,

r² + (1 − s)r − 2s = 0.   (4)

The product of the roots is −2s, so one root is positive. It attracts the growth, because

dr/dt = (Jα/nα)(2s/r − 1 − r + s),

and the last bracket decreases with r. Both layers persist. With (cD)β = 0.4545 nm⁻¹ s⁻¹, Ωα = 0.033 nm³ and Ωβ = 0.022 nm³, s = 0.45 and r = 0.713, a thickness ratio β/α of 0.475.

For small s, (4) gives r ≈ 2s. If Dβ were 1000 times smaller, the β layer beside 19.8 nm of α would be 0.012 nm thick. That is less than an atom, so the continuum result means that β would appear absent. Slow diffusion can hide a phase by keeping it very thin. A limited interface rate can make a thin continuous β layer shrink while α is thinner than L*, and a nucleation barrier can separately delay the first nuclei.

**Nucleation can also reverse the order**

For a spherical nucleus of radius R, with interface energy σ and energy gain g per volume,

W(R) = 4πR²σ − (4/3)πR³g.

Setting dW/dR = 8πRσ − 4πR²g = 0 gives R* = 2σ/g, and hence

W* = 16πσ³/g² − 32πσ³/(3g²) = 16πσ³/(3g²).

Thus α has the lower barrier when σβ/σα > (gβ/gα)^(2/3). Between pure elements, g = −G/Ω, which is 36.4 eV/nm³ for α and 45.5 eV/nm³ for β. The required ratio is 1.16: an interface energy 16% higher cancels the advantage of β.

With chosen values of 0.5 J/m² for α and 0.7 J/m² for β, the barriers are 0.385 and 0.676 eV. At equal prefactors, the Boltzmann factor favours α by about 125. This shows that a reversal is possible, not that it occurs at a real contact: the critical α nucleus would hold about two atoms, too few for a continuum barrier to be more than indicative.

These barriers apply only between the pure elements. Where a silicide is already present, the gain is smaller. For α between M and β it is Δα/Ωα = 6.1 eV/nm³, and the same interface energy gives a barrier of 13.9 eV. If β formed first, α might therefore fail to nucleate, even though a thin α layer would grow once present.

**A 20 nm film followed to the end**

Assume that β is absent until L* is reached and then forms a continuous layer. This does not follow from the interface energy chosen above. Between α and silicon, β gains Δβ/2 = 0.40 eV per formula unit, or 18.2 eV/nm³, and 0.7 J/m² would give a barrier of 4.23 eV, too high at 700 K. The nuclei must come from easier sites or a lower interface energy. Nor does L* hold back isolated nuclei, since it was derived for a continuous sheet. On a β patch α holds μM = −0.20 eV, while the bare α/silicon contact beside it holds −0.60 eV. Metal therefore flows away from a patch that is narrow compared with the thickness of α, and such a patch grows even when α is well below L*. The onset of β at L* is thus imposed here; nuclei available earlier would give patches of β earlier. With a metal volume of 0.011 nm³ per atom, the film supplies 20/0.011 = 1818 atoms/nm².

At first α touches silicon directly. There μS = 0 and μM = Gα/2, so the drop across α is 0.60 eV. Each α unit needs two M atoms, so dL/dt = ΩαJ/2. Diffusion alone would give

t = L*²/[Ωα(cD)α(0.60 eV/kT)] ≈ 197 s.

Including the interface step, with the same κα, gives 208 s. When β appears, the drop across α falls from 0.60 to 0.20 eV, and the metal flux falls from 3.0 to 1.0 nm⁻² s⁻¹. This takes the averaged cD to be the same over both ranges of chemical potential; if cD varies strongly with chemical potential, the fall can be much smaller or larger.

Both layers then gain thickness overall for 753 s, ending at 27.8 nm of α and 2.9 nm of β, when the metal is used up. Now Jα = 0, and (1) makes β grow at the expense of α. After another 3305 s, 40 nm of β remains. The total is 4266 s, or 71 min.

Reaching L* consumes 2L*ΩM/Ωα = 13.2 nm of cobalt. At this temperature and with these parameters, a thinner film runs out of metal before α reaches L*. Jα then vanishes, and β can grow by consuming α once it has nucleated.

The remaining step, MS + S → MS2, gains 0.05 eV per formula unit, or 1.28 eV/nm³ for a volume of 0.039 nm³. With σ = 0.1 J/m², the barrier is 2.48 eV and the critical nucleus holds about 300 atoms. Take a³ = Ωβ/2 as the volume per atom, and estimate the number of nuclei on area A in time t as

N ≈ (A/a²)(Dβ/a²) exp(−W*/kT) t.

With Dβ = 0.01 nm²/s, this gives 2 × 10⁻⁸ on 1 μm² of MS/S contact held for 4266 s. Doubling the energy gain cuts the barrier to 0.62 eV and raises the estimate to 6 × 10⁵, so nucleation would no longer be the obstacle. The predicted delay of MS2 is thus very sensitive to its small energy gain.

The delay also applies only where MS touches silicon. Between α and silicon the gain per MS2 unit is 0.45 eV, nine times larger, and the same σ would leave almost no barrier. The sequence followed here therefore assumes, and does not show, that MS2 stays absent before β forms.

**How far this describes real cobalt contacts**

Cobalt films on silicon commonly form Co2Si first, then CoSi, with CoSi2 the end phase at higher temperature. With the values chosen here, MS2 left out and β nuclei supplied at L*, the model also puts Co2Si before CoSi, but this agreement is no test of it: the transport coefficients and interface energies are round choices, and 19.8 nm is not a prediction. Real films have grain boundaries, interfacial oxide and uneven layers, which break the assumption of uniform planar transport. While J* is well below κα, L* scales nearly as (cD)α/κβ, so a tenfold error in that ratio moves L* about tenfold. In real films Co2Si and CoSi may therefore overlap in time more, or less, than here.

The neglected entropy also matters. An uncertainty of 0.2k per atom in each compound can shift Δα by 0.060 eV, which moves L* between 13.7 and 25.8 nm if the averaged (cD)α stays the same. If cD varies strongly with chemical potential, the average changes with Δα, and the range can be much narrower or wider. The same shift exceeds the 0.050 eV driving MS2, so these rough zero-temperature energies cannot settle even the sign of that step at 700 K.

A biaxial misfit strain of 1% stores an energy per volume equal to the biaxial modulus times the strain squared, which is 0.125 eV/nm³ for a biaxial modulus of 200 GPa. That is 2.1% of Δα per α formula unit, but charged against MS2 nucleation it raises the barrier from 2.48 to 3.04 eV. Reaction heating is minor: conversion to β releases 291 J/m², enough to warm a 0.7 mm wafer by 0.21 K at a heat capacity of 2 MJ/(m³ K).

**Correction required**

The claim that CoSi must form first should be withdrawn. The hull supplies Δα, Δβ and the nucleation gains per formula unit. A prediction of the first phase also needs at least the volumes, the nucleation sites, the interface energies, (cD)α, κα and κβ, and a prediction of the full sequence needs (cD)β and the film thickness as well. The numerical output lists the values used here.

Computed results

```
Temperature 700 K; kT = 0.0603 eV
Rough energies M2S, MS, MS2: [-0.4  -0.5  -0.35] eV/atom
Per formula unit: -1.20, -1.00, -1.05 eV
Per metal atom: -0.60, -1.00, -1.05 eV
Volumes M2S, MS, MS2, M: 0.033, 0.022, 0.039, 0.011 nm^3
Diffusion coefficients alpha, beta: 0.1, 0.01 nm^2/s
cD alpha, beta: 6.061, 0.4545 nm^-1 s^-1
Interface rates alpha, beta: 20.0, 0.5 nm^-2 s^-1
Driving energies alpha, beta: 0.20, 0.80 eV
Driving energies / kT: 3.316, 13.262
J* = 1.00000 nm^-2 s^-1
Largest alpha flux = 19.27 nm^-2 s^-1
Critical alpha thickness L* = 19.78 nm = 1.978e-08 m
L* with beta at -0.55 eV/atom = 9.74 nm
Fast beta interface 12 nm^-2 s^-1: L* = 0.0 nm
Metal film 20 nm; 1818 metal atoms/nm^2
Metal film used up at L*: 13.19 nm
Driving energy for alpha alone: 0.60 eV
Metal flux at L* before, after beta: 2.997, 1.000 nm^-2 s^-1
Stage 1, alpha alone: 208.0 s
Stage 2, both grow: 752.9 s
End stage 2 alpha, beta: 27.79, 2.94 nm
Stage 3, beta consumes alpha: 3305 s
Total time 4266 s = 71.1 min
Final beta thickness: 40.00 nm
Long-time n_beta/n_alpha formula, integration: 0.7127, 0.7127
Long-time thickness ratio beta/alpha: 0.4752
Pure diffusion, D_beta/1000: beta beside L* = 0.0119 nm
Interface energies M2S, MS, MS2: 0.5, 0.7, 0.1 J/m^2
Energy gain per volume M2S, MS, MS2: 36.36, 45.45, 1.282 eV/nm^3
Interface-energy ratio for equal barriers: 1.160
Barriers M2S, MS: 0.385, 0.676 eV
Boltzmann factor ratio M2S/MS: 125
M2S critical radius 0.172 nm; atoms in nucleus 1.9
MS2 driving energy at MS/S: 0.050 eV per formula unit
MS2 barrier 2.48 eV; radius 0.97 nm; atoms 297
MS2 nuclei on 1 um^2 in total time: 2e-08
Doubled MS2 driving: barrier 0.62 eV, nuclei 6e+05
Entropy uncertainty 0.20 k_B/atom: L* = 13.7 to 25.8 nm
Same entropy, largest MS2 driving shift: 0.060 eV
1% strain at 200 GPa: 0.125 eV/nm^3
Strain energy / alpha driving energy: 2.1 %
MS2 barrier with strain: 3.04 eV
Heat released to full MS: 291 J/m^2
Warming of 0.7 mm wafer at 2.0 MJ/(m^3 K): 0.21 K
```
